# Ring exchange factors in a cylindrical hole from coaxial-disc view factors

## The decision: how to fill the exchange matrix

Suppose that a precursor pulse must be made long enough to coat the bottom of a narrow hole. The calculation needs the fraction of particles leaving each ring of wall that fly straight to every other ring. One may sample the exchange kernel at ring centres, or difference a view factor known in closed form. For the blind hole treated below, cut into 40 rings, sampling puts the flux at the bottom at 0.460 of the flux entering the mouth; differencing gives 0.140, and a fine grid 0.138. The sampled solution also accounts for 1.39 particles per particle admitted. When the filling of the hole is followed on this grid, the sampled scheme gives negative fluxes before the bottom is 95 % covered, so it yields no usable pulse length.

## Model and conventions

The hole is a straight circular cylinder of radius \(R\) and length \(L\), with \(z\) measured downwards from the top opening. It is cut into \(N\) rings of width \(h=L/N\); ring \(i\) lies between \(z_i=(i-1)h\) and \(z_{i+1}\). Surface 0 is the top opening, surfaces \(1,\dots,N\) are the rings, and surface \(b\) is the bottom disc, open or solid. The areas are \(A_0=A_b=\pi R^2\) and \(A_i=2\pi Rh\).

Particles do not collide with each other. They enter with the cosine law, and the wall re-emits them diffusely, with the same law. Let \(P_{ij}\) be the fraction of particles emitted uniformly over surface \(i\) that next reach surface \(j\). Then

\[
A_iP_{ij}=\int_{A_i}\!\int_{A_j}\frac{\cos\theta\cos\theta'}{\pi r^2}\,dA\,dA' .
\]

The integrand is symmetric, so **reciprocity** holds: \(A_iP_{ij}=A_jP_{ji}\). Since \(\cos\theta'dA'/r^2\) is the solid angle \(d\Omega\), the integral is \(1/\pi\) times the line measure \(\cos\theta\,dA\,d\Omega\). For each direction, \(\cos\theta\,dA\) is the cross-section of a parallel bundle. It has the same value on any surface that the bundle crosses.

## The disc view factor

Let \(F(z)\) be the fraction leaving one disc of radius \(R\) that crosses an equal coaxial disc at distance \(z\). Place both rims on one sphere, of radius \(\rho=\sqrt{R^2+z^2/4}\). Beyond each disc lies a spherical cap of area \(A_c=2\pi\rho(\rho-z/2)\).

A chord from one cap to the other crosses both discs. Conversely, a line crossing both discs leaves the sphere through the two caps. The line measures are therefore equal. For two points on the sphere joined by a chord of length \(r\), both angles satisfy \(\cos\theta=r/2\rho\), so the integrand is the constant \(1/(4\pi\rho^2)\). Hence

\[
\pi R^2F=\frac{A_c^2}{4\pi\rho^2}=\pi\left(\rho-\frac z2\right)^2,
\qquad
F=\left[\frac{\sqrt{z^2+4R^2}-z}{2R}\right]^2 .
\]

Because \((\sqrt{z^2+4R^2}-z)(\sqrt{z^2+4R^2}+z)=4R^2\), this equals

\[
\boxed{F(z)=\left[\frac{2R}{z+\sqrt{z^2+4R^2}}\right]^2 } .
\]

It gives \(F(0)=1\) and, far away, \(F\simeq R^2/z^2\). At \(z=1.5R\) it is \((2/4)^2=0.25\), which agrees with direct surface integration to the printed six decimals.

## First and second differences

Between wall hits a particle's \(z\) changes monotonically. One that starts at the top and crosses the plane \(z_i\), but not \(z_{i+1}\), must hit ring \(i\). Thus

\[
P_{0i}=F(z_i)-F(z_{i+1}),\qquad
P_{i0}=\frac{\pi R^2}{2\pi Rh}P_{0i}=\frac{R}{2h}\,[F(z_i)-F(z_{i+1})].
\]

The same argument applies to any plane inside the hole. Define \(D_m=F((m-1)h)-F(mh)\). For a ring \(m\) places below ring \(i\), the fraction from ring \(i\) crossing its upper plane is \((R/2h)D_m\), and the fraction crossing its lower plane is \((R/2h)D_{m+1}\). The difference has landed on the ring:

\[
\boxed{K_m=\frac{R}{2h}\,[F((m-1)h)-2F(mh)+F((m+1)h)],\quad m\ge1.}
\]

By symmetry this also holds upwards. A curved wall sees itself, so there is a self term. Through each face of a ring escapes \((R/2h)[1-F(h)]\), and there are two faces:

\[
\boxed{K_0=1-\frac Rh\,[1-F(h)].}
\]

All \(K_m\) are positive. Put \(H=z/R=2\sinh u\); then \(F=e^{-2u}\) and

\[
\frac{dF}{dH}=\frac{-2e^{-2u}}{2\cosh u}=-\frac{2}{e^{3u}+e^{u}} .
\]

This rises from \(-1\) towards zero. So \(F\) is convex, which makes \(K_m>0\), and \(1-F(h)<h/R\), which makes \(K_0>0\).

For \(h=0.5R\), the formulas give \(K_0,K_1,K_2=0.219224,\ 0.162742,\ 0.095680\). Surface integrals from the definition give the same digits.

## Why the rows close, and what that secures

For ring \(i\), add the rings below it and the bottom:

\[
\frac{R}{2h}\left[\sum_{m=1}^{N-i}(D_m-D_{m+1})+D_{N-i+1}\right]
=\frac R{2h}D_1=\frac R{2h}[1-F(h)].
\]

The upper side gives the same amount. Adding \(K_0\) gives one. For the top disc, \(\sum_iP_{0i}+F(L)=F(0)=1\), and likewise for the bottom. The closure holds for every ring width.

Let \(\varphi_i=J_i/J_0\) be the incident flux relative to that entering the top, and \(s_i\) the sticking probability per hit. Counting arrivals,

\[
A_i\varphi_i=A_0P_{0i}+\sum_{j\ne0}A_j(1-s_j)\varphi_jP_{ji}.
\]

Reciprocity and division by \(A_i\) turn this into the linear system

\[
\varphi_i=P_{i0}+\sum_{j\ne0}P_{ij}(1-s_j)\varphi_j .
\]

An open bottom has \(s_b=1\), since what reaches it is gone; a solid one has its own \(s_b\).

Now sum the arrival equation over \(i\ne0\). As \(P_{00}=0\), the first term gives \(A_0\), and closure gives \(\sum_{i\ne0}P_{ji}=1-P_{j0}\). Rearranged,

\[
\sum_j A_js_j\varphi_j+\sum_jA_j(1-s_j)\varphi_jP_{j0}=A_0 .
\]

Captured plus returned equals admitted.

Closure together with reciprocity also preserves equilibrium. In a blind hole with all \(s_i=0\), \(\varphi_i=1\) solves the system, because its right side is then a row sum. The solution is unique, since each row sum without the top is below one. An entering particle therefore makes \(2\pi RL/\pi R^2=2L/R\) wall hits on average. The density inside equals that outside, \(n\), so the mean residence time is \(n\pi R^2L\) divided by the entering rate \(\tfrac14n\bar v\pi R^2\), which is \(4L/\bar v\). For a gas of a single speed this means a mean path \(4L\). Three-dimensional particle tracing for \(L=4R\) gave \(8.07\pm0.04\) hits and a path of \((16.13\pm0.08)R\), against 8 and \(16R\). Both lie within two standard errors.

## A hole solvable by hand

Take an open, non-sticking hole with \(L=2R\) and two rings. The factors are \(K_0=0.381966\), \(K_1=0.203820\), \(P_{10}=0.309017\) and \(P_{1b}=0.105197\). Adding and subtracting the two ring equations gives

\[
\varphi_1+\varphi_2=\frac{0.414214}{1-0.585786}=1,\qquad
\varphi_1-\varphi_2=\frac{0.203820}{1-0.178146}=0.2480 .
\]

Thus \(\varphi_1=0.6240\) and \(\varphi_2=0.3760\). With \(A_i/A_0=2h/R=2\), the transmission is

\[
0.171573+2(0.6240\times0.105197+0.3760\times0.309017)=0.5352,
\]

where the first term is the direct flight, \(F(2R)\). This is 4 % above the refined limit found next.

## Error analysis

**Piecewise-constant flux.** The factors are exact for uniform emission from each ring; the remaining error is that assumption. Take the open hole with \(s=0\) on the wall. As \(h\to0\), the system becomes \((I-\mathcal K)\varphi=t\), with \(t(z)=-(R/2)F'(z)\) and kernel \(k(z)=(R/2)F''(|z|)\). With \((u,v)=(2/R)\int_0^L uv\,dz\), the returned fraction is \((t,\varphi)\).

The operator \(A=I-\mathcal K\) is symmetric. It is positive: \(2vv'\le v^2+v'^2\) bounds \((v,\mathcal Kv)\) by \((v,v)\) weighted with row integrals below one. Completing the square,

\[
2(t,v)-(v,Av)=(t,\varphi)-(v-\varphi,A(v-\varphi)).
\]

The ring equations maximize the left side over functions constant on each ring, because \(K_m/h\) and \(P_{i0}\) are exact ring averages of \(k\) and \(t\). The returned fraction is thus underestimated. It rises when rings are subdivided, and the transmission falls towards its limit.

The error is at most \((e,Ae)\le2(e,e)\), where \(e\) is the difference between \(\varphi\) and its ring-midpoint values. Here \(|e|\le\tfrac h2\max|\varphi'|\), and \(\varphi'\) is bounded because \(t'\) and \(k'\) are. The error is therefore no larger than \((L/R)h^2\max|\varphi'|^2\).

For \(L=2R\), 32, 64 and 128 rings give 0.514317, 0.514252 and 0.514236. The last two ratios of successive changes are 3.997 and 3.999, as an \(h^2\) error requires. Extrapolation adds one third of the last change and gives 0.51423; tracing gives \(0.5142\pm0.0009\).

**Sampling the kernel.** Expanding \(F=1+H^2/2-(H/2)\sqrt{H^2+4}\) for small \(H\) gives \(F=1-H+H^2/2-H^3/8+\dots\), so

\[
k(z)=\frac1{2R}\left(1-\frac{3|z|}{4R}+\dots\right).
\]

The kernel has a cusp. Summing \(hk(mh)\) is the trapezoidal rule on each side of it. The leading error per side is \(-(h^2/12)k'(0^+)\), with \(k'(0^+)=-3/(8R^2)\). Far from the ends, the row sum is then \(1+\delta\) with

\[
\delta\simeq2\,\frac{h^2}{12}\,\frac{3}{8R^2}=\frac{h^2}{16R^2}.
\]

At \(h=0.5R\) this is 0.0156; the computed middle row sums to 1.0157. The defect looks harmless, but it acts at every hit. Each hit should remove a fraction \(s\) and instead removes about \(s-(1-s)\delta\). For \(s=0.02\) and the computed \(\delta=0.0157\) this is 0.0046, less than a quarter of the true loss. Sampling in a long hole thus needs \(\delta\ll s\), or \(h\ll4R\sqrt s\). Differencing has no condition tied to \(s\), but the rings must still be narrow compared with \(R\): for the hole below it overestimates the bottom flux by 2 % at \(h=0.5R\), 7 % at \(h=R\) and 26 % at \(h=2R\).

**Rounding.** The expanded form of \(F\) subtracts terms of size \(z^2/2R^2\). Far away the second difference is about \(h^2F''\simeq6h^2R^2/z^4\). With machine precision \(\epsilon\simeq2.2\times10^{-16}\), its relative error is of order \(\epsilon z^6/(12h^2R^4)\). For \(h=0.125R\) and \(z=250R\) this is 0.3. The largest error near that distance, against 50-digit arithmetic, was 0.36. The boxed form has rounding error \(\epsilon F\), hence a relative error of order \(\epsilon z^2/6h^2\simeq10^{-10}\); the largest found was \(5\times10^{-10}\).

## Tungsten hexafluoride in a contact hole

The example is the WF\(_6\) half-cycle of tungsten atomic layer deposition. The hole is blind, with \(R=50\) nm and \(L=1000\) nm, at 573 K. The gas is 0.1 Torr of WF\(_6\) in nitrogen at 5 Torr total. Initial sticking is 0.02 on wall and bottom, and there are 10 sites per nm². With 100 rings, \(h=0.2R\).

On the clean surface \(\varphi\) is 0.865 on the first ring and 0.138 at the bottom; doubling the rings changes the latter by 0.0003. The four wall quarters, from the top, average 0.631, 0.335, 0.197 and 0.141. Their mean, 0.326, times \(2L/R=40\) gives 13.0 wall hits. With 0.14 bottom hits, the captured fraction is \(0.02\times13.18=0.264\), and 0.736 returns.

Tracing resolves the position on the bottom disc, which the matrix does not. It gives \(0.1373\pm0.0023\) there, so the uniform-bottom assumption makes no difference visible at the 2 % level. All four quarters also agree within 1.5 standard errors.

A diffusion limit explains the profile. For small \(s\) and slowly varying \(\varphi\), expand \(\varphi=(1-s)\mathcal K\varphi\) to second order. Two integrations by parts give the mean square jump:

\[
\int_{-\infty}^{\infty}z^2k\,dz=2R\int_0^\infty F\,dz
=2R^2\int_0^\infty(e^{-u}+e^{-3u})\,du=\frac{8R^2}{3}.
\]

Hence \(s\varphi\simeq(4R^2/3)\varphi''\), with decay length \(R\sqrt{4/3s}=8.2R\). Neglecting loss at the bottom, \(\varphi\propto\cosh[(L-z)/8.2R]\). This predicts a ratio of 1.39 between the third and fourth quarters. The computed value is also 1.39, but so close a match is partly a cancellation: the computation includes the bottom loss, and with a non-sticking bottom it gives 1.35, so the estimate is good to about 3 % there. Between the first two it predicts 1.79 against the computed 1.88, so it is less accurate near the mouth.

**Pulse length.** In atomic units, with \(T\) an energy, the one-way Maxwell flux is \(J_0=(p/T)\sqrt{T/2\pi m}=p/\sqrt{2\pi mT}\). Here it is \(8.50\times10^4\) nm⁻² s⁻¹. Let \(\theta_i\) be the filled fraction of sites, initially zero, and \(n_0\) the site density. With \(s_i=s_0(1-\theta_i)\),

\[
\frac{d\theta_i}{d\tau}=(1-\theta_i)\varphi_i,\qquad \tau=\frac{s_0J_0t}{n_0},
\]

and \(\varphi\) is solved afresh as \(\theta\) changes. The time unit is \(10/(0.02\times8.50\times10^4)\) s \(=5.88\) ms. A flat surface has \(\theta=1-e^{-\tau}\) and reaches 95 % at \(\tau=\ln20\), or 17.6 ms. If the WF\(_6\) pressure at the mouth stays at 0.1 Torr, the hole bottom needs \(\tau=6.67\), or 39 ms, an exposure of about \(3.9\times10^{-3}\) Torr s. Dividing the flat-surface time by the initial 0.138 would give about 130 ms, over three times too long: as the wall fills, its sticking falls and \(\varphi\) rises towards one.

**Beside a real process.** These inputs are rough values in the regime of contact filling; sticking, site density and collision diameter are the least certain. At fixed \(s_0\), the time scales as \(n_0/p\). An initial sticking of 0.01 or 0.05 instead of 0.02 changes the 39 ms to 57 or 29 ms. The following shifts refer to the clean-surface bottom flux of 0.138, with sticking held at 0.02.

- A 10 nm film on wall and bottom leaves \(R=40\) nm and \(L=990\) nm; film on the surface around the mouth, which would restore the depth to 1000 nm, is not counted. The flux falls to 0.081, by 42 %. This is the largest of these flux shifts. Filling the bottom of the narrowed hole to 95 % takes 50 ms instead of 39 ms, so a pulse set for the empty hole is too short later.
- If 10 % of wall and bottom reflections are specular, it rises to \(0.167\pm0.002\), by about 21 %.
- The mean free path is \(T/(p_{\rm tot}\pi d^2\sqrt{1+m/M})\), where \(M\) is the nitrogen mass and the root is the ratio of mean relative speed to mean WF\(_6\) speed. With \(d=0.45\) nm it is about 5500 nm. The mean flight without sticking is \(4L/(2L/R+2)=95\) nm, so about 1.7 % of flights suffer a collision. A particle makes many flights, which with sticking gives about 0.24 collisions per entering particle. If each collision scattered isotropically, the bottom flux would fall by about 2.7 %, to first order in the collision probability.
- The residence time without sticking, \(4L/\bar v=2\times10^{-5}\) ms, is far below the filling time, which justifies a steady flux at each coverage. The thermal wavelength, 0.004 nm, is far below the diameter, so classical flights suffice.

The constant pressure at the mouth is a real restriction. Filling 10 sites per nm² on a flat surface takes all the WF\(_6\) in a gas column \(n_0T/p=5.9\) mm high, and holes add wall area. Where flow and diffusion through the nitrogen do not replace this gas quickly enough, the pulse must be longer than the times given here.

Surface diffusion, readsorbing reaction products and taper are left out and have not been sized. The numerical output below gives the remaining digits.

## Calculated quantities

```
Disc factor F(1.5R): 0.250000, integral 0.250000
Ring width 0.5R, K0 K1 K2: 0.219224 0.162742 0.095680
  same from surface integrals: 0.219224 0.162742 0.095680
  middle of 5 rings to one end: 0.131966, integral 0.131966
  row sum from integrals alone: 1.000000
Far rings (250R), relative error, stable F: 5.1e-10
  relative error, expanded F: 3.6e-01
Hole L=2R, 2 rings: F(R)=0.381966 F(2R)=0.171573
  K0=0.381966 K1=0.203820
  ring 1 to top 0.309017, to bottom 0.105197
  transmission,   2 rings: 0.535239
  transmission,   4 rings: 0.519692
  transmission,   8 rings: 0.515609
  transmission,  16 rings: 0.514576
  transmission,  32 rings: 0.514317
  transmission,  64 rings: 0.514252
  transmission, 128 rings: 0.514236
  last two step ratios: 3.997 3.999
  extrapolated: 0.514231; traced: 0.5142 +- 0.0009
Blind hole L=4R, s=0: wall hits 8.07 +- 0.04
  path 16.13 +- 0.08 R
Example: radius 50 nm, depth 1000 nm, 100 rings
  temperature 573 K, kT = 0.0494 eV
  WF6 0.1 Torr, total 5.0 Torr, sticking 0.02
  WF6 mass 297.83 u, N2 mass 28.01 u
  sites 10 per nm^2, collision diameter 0.45 nm
  K0 K1 K2: 0.095012 0.085184 0.071068
  largest row-sum defect: 2.2e-16
  relative flux, first ring 0.8648, bottom 0.1382
  bottom flux with 200 rings: 0.1379
  wall quarter 1: 0.6312; traced 0.6285 +- 0.0019
  wall quarter 2: 0.3349; traced 0.3327 +- 0.0022
  wall quarter 3: 0.1967; traced 0.1946 +- 0.0019
  wall quarter 4: 0.1414; traced 0.1406 +- 0.0019
  bottom traced: 0.1373 +- 0.0023
  captured 0.2636, returned 0.7364, sum 1.000000
Coarse grid, 40 rings: sampled mid-row sum 1.01571
  sampled: ledger 1.3857, bottom 0.4603
  differenced: ledger 1.0000, bottom 0.1403
Entering flux J0: 8.5033e+04 per nm^2 per s
Time unit sites/(s0 J0): 5.880 ms
95% coverage, flat: 2.996 units, 17.62 ms
95% coverage, bottom: 6.671 units, 39.23 ms
  first-ring coverage then: 0.9981
Mean free path 5469 nm, mean flight 95.2 nm
  flights with a gas collision: about 1.7 %
Bottom flux, 10% specular: 0.1672 +- 0.0024
Bottom flux after 10 nm film: 0.0807
Mean speed 201.8 m/s, residence (s=0) 1.98e-05 ms
Thermal wavelength: 0.00423 nm
```
